**Net gain from two stripe lengths**

If doubling a pumped stripe of length $L$ multiplies its edge emission by $R$, the one-dimensional model gives the net modal power gain $g=\ln(R-1)/L$. For $L=0.5$ mm and $R=5$, the output gives $g=27.7\ \text{cm}^{-1}$. The program asserts that the amplification formula agrees with integration of the power balance, and that the inversion agrees with a root search on directly integrated emission. It also asserts that the signal ratio rises with gain over the scanned range, that the ratio is 2 at transparency, and that the error formula agrees with random noise trials. Further assertions compare the fraction of light retained from the inner end of the long stripe with traced rays, and the uneven-pumping, saturation and feedback calculations with separate numerical evaluations. For the rough device parameters chosen, lateral escape and uneven pumping each lower the apparent gain by about 1.7 cm⁻¹, close to the 1.8 cm⁻¹ error caused by 5 % uncertainty in each signal. The other modelled shifts are below 0.5 cm⁻¹ in magnitude.

## Program and output

```python
"""
Variable-stripe-length measurement of optical gain.
Result under test: if doubling a stripe of length L multiplies its edge
emission by R, the net modal power gain is g = ln(R - 1) / L.
Model: dI/dz = g I + J, where I is guided power travelling to the edge
and J is the spontaneous power added per length. J cancels in R.
Internal lengths are in cm and gains in 1/cm unless a name says otherwise.
The additional device parameters are rough, round model values.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, solve_ivp, cumulative_trapezoid
from scipy.optimize import brentq

L = 0.05
R = 5.0


def signal(gain, length):
    """Emission for J = 1, summed directly over all emitting points."""
    return quad(lambda z: np.exp(gain * z), 0, length,
                epsabs=1e-13, epsrel=1e-11)[0]


def closed_signal(gain, length):
    return length if gain == 0 else np.expm1(gain * length) / gain


def apparent_gain(ratio):
    return np.log(ratio - 1) / L


# Amplification law: integrate the local power balance.
for trial_gain in (-30.0, 0.0, 15.0, 40.0):
    for length in (L, 2 * L):
        ode = solve_ivp(lambda z, p: trial_gain * p + 1, (0, length),
                        [0.0], rtol=1e-10, atol=1e-13)
        assert np.isclose(ode.y[0, -1], closed_signal(trial_gain, length),
                          rtol=1e-7)

# Inversion: find the gain from directly integrated signals.
g = apparent_gain(R)
g_root = brentq(lambda x: signal(x, 2 * L) / signal(x, L) - R, -100, 100)
assert np.isclose(g, g_root, rtol=1e-8)
scan = np.linspace(-100, 100, 81)
scan_ratios = np.array([signal(x, 2 * L) / signal(x, L) for x in scan])
assert np.all(np.diff(scan_ratios) > 0)
assert np.all(scan_ratios[scan > 0] > 2)
assert np.all(scan_ratios[scan < 0] < 2)
ratio_transparent = signal(0, 2 * L) / signal(0, L)
assert np.isclose(ratio_transparent, 2)
third_ratio = signal(g, 3 * L) / signal(g, L)
assert np.isclose(third_ratio, 1 + (R - 1) + (R - 1)**2, rtol=1e-8)
naive_gain = np.log(R) / L
assert naive_gain > g_root

# Reading error: compare linear propagation with random noisy readings.
relative_error = 0.05
gain_error = np.sqrt(2) * relative_error * R / (L * (R - 1))
rng = np.random.default_rng(4)
noise = 1 + relative_error * rng.standard_normal((2, 200000))
noisy_gains = apparent_gain(R * noise[1] / noise[0])
# Five per cent allows for curvature of the logarithm and sampling noise.
assert np.isclose(np.std(noisy_gains), gain_error, rtol=0.05)

# Lateral escape: rays must stay inside the stripe until the edge.
wavelength_nm = 1550.0
index = 3.3
width = 0.01
aperture = 0.10
theta = np.arcsin(aperture / index)
escape_rate = theta / (2 * width)
y = (np.arange(2000) + 0.5) / 2000 * width - width / 2
angles = ((np.arange(400) + 0.5) / 400 * 2 - 1) * theta
landing = y[:, None] + 2 * L * np.tan(angles)[None, :]
kept_by_rays = np.mean(np.abs(landing) < width / 2)
kept_far = 1 - escape_rate * 2 * L
# The tolerance covers the finite ray grid and the small-angle formula.
assert abs(kept_by_rays - kept_far) < 1e-3


def escape_ratio(gain):
    values = [quad(lambda z: (1 - escape_rate * z) * np.exp(gain * z),
                   0, length)[0] for length in (L, 2 * L)]
    return values[1] / values[0]


shifts = {"lateral escape": apparent_gain(escape_ratio(g)) - g}
escape_corrected = brentq(lambda x: escape_ratio(x) - R, 0, 60)

# Uneven pumping: density ~ sqrt(pump), gain ~ log(density).
pump_drop = 0.05
log_gain_coefficient = 40.0
far_gain = g + log_gain_coefficient * 0.5 * np.log(1 - pump_drop)
far_source = 1 - pump_drop
uneven_ratio = 1 + (np.exp(g * L) * far_source
                    * closed_signal(far_gain, L) / closed_signal(g, L))
z = np.linspace(0, 2 * L, 20001)
gain_profile = np.where(z <= L, g, far_gain)
source_profile = np.where(z <= L, 1.0, far_source)
optical_depth = cumulative_trapezoid(gain_profile, z, initial=0)
emission = cumulative_trapezoid(source_profile * np.exp(optical_depth),
                                z, initial=0)
# The grid smears the material step over one cell.
assert np.isclose(emission[-1] / emission[10000], uneven_ratio, rtol=1e-4)
shifts["uneven pumping"] = apparent_gain(uneven_ratio) - g

# Saturation: two waves share the gross gain; the edge reflects inward.
loss = 10.0
gross_gain = g + loss
reflectance = ((index - 1) / (index + 1))**2
inversion_factor = 2.0
bandwidth_THz = 5.0
saturation_mW_per_um = 5.0
photon_energy = const.h * const.c / (wavelength_nm * 1e-9)
lateral_modes = 2 * width * (width / L) * index / (wavelength_nm * 1e-7)
source_power = (lateral_modes * inversion_factor * photon_energy
                * bandwidth_THz * 1e12 * gross_gain)
saturation_power = saturation_mW_per_um * 1e-3 * width * 1e4


def saturated_waves(length, power_limit):
    position = np.linspace(0, length, 4001)
    outward = np.zeros_like(position)
    inward = np.zeros_like(position)
    for _ in range(100):
        old_edge = outward[0]
        local = gross_gain / (1 + (outward + inward) / power_limit) - loss
        depth = cumulative_trapezoid(local, position, initial=0)
        growing = cumulative_trapezoid(source_power * np.exp(depth),
                                       position, initial=0)
        decaying = cumulative_trapezoid(source_power * np.exp(-depth),
                                        position, initial=0)
        outward = np.exp(-depth) * (growing[-1] - growing)
        inward = np.exp(depth) * (reflectance * outward[0] + decaying)
        if abs(outward[0] - old_edge) < 1e-12 * outward[0]:
            return outward, inward
    raise AssertionError("saturated waves did not converge")


def wave_slopes(position, waves):
    local = gross_gain / (1 + sum(waves) / saturation_power) - loss
    return [-local * waves[0] - source_power,
            local * waves[1] + source_power]


edge_powers = []
for length in (L, 2 * L):
    outward, inward = saturated_waves(length, saturation_power)
    check = solve_ivp(wave_slopes, (0, length),
                      [outward[0], reflectance * outward[0]],
                      rtol=1e-10, atol=1e-14)
    assert abs(check.y[0, -1]) < 1e-5 * outward[0]
    assert np.isclose(check.y[1, -1], inward[-1], rtol=1e-5)
    unsaturated = saturated_waves(length, 1e12)[0][0]
    assert np.isclose(unsaturated, source_power * closed_signal(g, length),
                      rtol=1e-5)
    edge_powers.append(outward[0])
peak_saturation = np.max(outward + inward) / saturation_power
shifts["gain saturation"] = apparent_gain(edge_powers[1]
                                        / edge_powers[0]) - g

# Far-facet feedback: sum the waves returning through unpumped material.
sample_length = 0.3
unpumped_absorption = 20.0
feedback_signals = []
for length in (L, 2 * L):
    single = closed_signal(g, length)
    amplification = np.exp(g * length)
    returned = reflectance * np.exp(-2 * unpumped_absorption
                                    * (sample_length - length))
    total = single * (1 + returned * amplification) / (
        1 - returned * reflectance * amplification**2)
    edge_wave = 0.0
    for _ in range(100):
        inner_wave = single + reflectance * amplification * edge_wave
        edge_wave = single + amplification * returned * inner_wave
    assert np.isclose(edge_wave, total, rtol=1e-10)
    feedback_signals.append(total)
shifts["far-facet feedback"] = apparent_gain(feedback_signals[1]
                                            / feedback_signals[0]) - g

# An unpumped edge gap shortens both stripes equally.
gap = 0.001
shifts["edge gap"] = apparent_gain(signal(g, 2 * L - gap)
                                  / signal(g, L - gap)) - g

# A filter averages signals over a parabolic gain peak.
filter_nm = 10.0
gain_half_width_nm = 40.0
band_signals = []
for length in (L, 2 * L):
    band_signals.append(quad(
        lambda offset: closed_signal(
            g * (1 - (offset / gain_half_width_nm)**2), length),
        -filter_nm / 2, filter_nm / 2)[0])
shifts["finite detection band"] = apparent_gain(band_signals[1]
                                               / band_signals[0]) - g
largest = max(shifts, key=lambda name: abs(shifts[name]))

print(f"short stripe length: {L * 10:.1f} mm")
print(f"long stripe length: {2 * L * 10:.1f} mm")
print(f"measured signal ratio: {R:.1f}")
print(f"single-pass factor, short stripe: {np.exp(g_root * L):.3f}")
print(f"single-pass factor, long stripe: {np.exp(g_root * 2 * L):.3f}")
print(f"gain times short length: {g * L:.4f}")
print(f"net modal gain from formula: {g:.3f} cm^-1")
print(f"net modal gain from root search: {g_root:.3f} cm^-1")
print(f"net modal gain in decibels: {10 * g / np.log(10):.1f} dB/cm")
print(f"ratio at transparency: {ratio_transparent:.3f}")
print(f"mistaken pure-exponential gain: {naive_gain:.2f} cm^-1")
print(f"predicted signal ratio, 1.5 mm to 0.5 mm: {third_ratio:.2f}")
print(f"relative error of each signal: {100 * relative_error:.1f} %")
print(f"propagated gain error: {gain_error:.2f} cm^-1")
print(f"gain spread in noise trials: {np.std(noisy_gains):.2f} cm^-1")
print(f"model wavelength: {wavelength_nm:.0f} nm")
print(f"model refractive index: {index:.1f}")
print(f"stripe width: {width * 1e4:.0f} um")
print(f"collection numerical aperture: {aperture:.2f}")
print(f"internal collection half-angle: {np.degrees(theta):.2f} degrees")
print(f"retained light from inner end, 1 mm stripe: {100 * kept_far:.1f} %")
print(f"gain for ratio 5 with escape: {escape_corrected:.2f} cm^-1")
print(f"far-half pumping deficit: {100 * pump_drop:.1f} %")
print(f"logarithmic gain coefficient: {log_gain_coefficient:.0f} cm^-1")
print(f"far-half net gain: {far_gain:.2f} cm^-1")
print(f"propagation loss: {loss:.0f} cm^-1")
print(f"gross modal gain: {gross_gain:.2f} cm^-1")
print(f"facet reflectance: {reflectance:.3f}")
print(f"spontaneous inversion factor: {inversion_factor:.1f}")
print(f"emission bandwidth: {bandwidth_THz:.1f} THz")
print(f"estimated lateral modes: {lateral_modes:.0f}")
print(f"saturation power per width: {saturation_mW_per_um:.1f} mW/um")
print(f"total saturation power: {saturation_power * 1e3:.0f} mW")
print(f"long-stripe power at edge: {edge_powers[1] * 1e3:.2f} mW")
print(f"peak power / saturation power: {100 * peak_saturation:.2f} %")
print(f"sample length: {sample_length * 10:.1f} mm")
print(f"unpumped modal absorption: {unpumped_absorption:.0f} cm^-1")
print(f"unpumped edge gap: {gap * 1e4:.0f} um")
print(f"detection filter full width: {filter_nm:.0f} nm")
print(f"gain parabola half-width to zero: {gain_half_width_nm:.0f} nm")
for name, shift in shifts.items():
    print(f"apparent gain shift, {name}: {shift:+.3f} cm^-1")
print(f"largest modelled shift: {largest}")
print("every check passed")
```

Output:

```
short stripe length: 0.5 mm
long stripe length: 1.0 mm
measured signal ratio: 5.0
single-pass factor, short stripe: 4.000
single-pass factor, long stripe: 16.000
gain times short length: 1.3863
net modal gain from formula: 27.726 cm^-1
net modal gain from root search: 27.726 cm^-1
net modal gain in decibels: 120.4 dB/cm
ratio at transparency: 2.000
mistaken pure-exponential gain: 32.19 cm^-1
predicted signal ratio, 1.5 mm to 0.5 mm: 21.00
relative error of each signal: 5.0 %
propagated gain error: 1.77 cm^-1
gain spread in noise trials: 1.78 cm^-1
model wavelength: 1550 nm
model refractive index: 3.3
stripe width: 100 um
collection numerical aperture: 0.10
internal collection half-angle: 1.74 degrees
retained light from inner end, 1 mm stripe: 84.8 %
gain for ratio 5 with escape: 29.38 cm^-1
far-half pumping deficit: 5.0 %
logarithmic gain coefficient: 40 cm^-1
far-half net gain: 26.70 cm^-1
propagation loss: 10 cm^-1
gross modal gain: 37.73 cm^-1
facet reflectance: 0.286
spontaneous inversion factor: 2.0
emission bandwidth: 5.0 THz
estimated lateral modes: 85
saturation power per width: 5.0 mW/um
total saturation power: 500 mW
long-stripe power at edge: 2.19 mW
peak power / saturation power: 2.37 %
sample length: 3.0 mm
unpumped modal absorption: 20 cm^-1
unpumped edge gap: 10 um
detection filter full width: 10 nm
gain parabola half-width to zero: 40 nm
apparent gain shift, lateral escape: -1.656 cm^-1
apparent gain shift, uneven pumping: -1.652 cm^-1
apparent gain shift, gain saturation: -0.443 cm^-1
apparent gain shift, far-facet feedback: +0.212 cm^-1
apparent gain shift, edge gap: +0.188 cm^-1
apparent gain shift, finite detection band: -0.143 cm^-1
largest modelled shift: lateral escape
every check passed
```
